# Work function of degenerate n-type polysilicon: Joyce-Dixon versus Boltzmann: verification in Python

```python
"""Work function of degenerate n-type polysilicon.

Result under test: W = chi - kT*(ln u + A1 u + A2 u^2 + A3 u^3 + A4 u^4),
u = n/Nc, against direct Fermi-Dirac counting; Boltzmann keeps only ln u.
chi: electron affinity; Nc: effective density of states of six valleys;
eta = (E_F - E_c)/kT; n: electron density = active donor density.
Algebra in atomic units (hartree, bohr, electron mass).
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_CM = sc.physical_constants["Bohr radius"][0] * 100
KB_EV = sc.k / sc.e

# Inputs: rough typical silicon values
donors_cm3 = 1e20
temperature = 300.0
chi = 4.05            # eV
m_long, m_trans = 0.92, 0.19
eps_si, eps_ox = 11.7, 3.9
alpha = 0.5           # nonparabolicity, 1/eV
gap = 1.12            # eV
oxide_field = 5.0     # MV/cm

# Fermi integrals, normalized so that F_j -> exp(eta) for eta -> -infinity.
# With x = t^2 the integrand is even and smooth: trapezoid rule is accurate.
t_grid = np.linspace(0.0, 9.0, 1801)
t_weight = np.full(t_grid.size, t_grid[1])
t_weight[[0, -1]] *= 0.5


def fermi(j, eta):
    occupation = 1 / (1 + np.exp(t_grid**2 - eta))
    power = t_grid ** int(round(2 * j + 1))
    return 2 / gamma(j + 1) * np.sum(t_weight * power * occupation)


def invert_fermi(u):
    return brentq(lambda e: fermi(0.5, e) - u, -20, 30, xtol=1e-13)


def band_density(temp):
    """Nc in bohr^-3 for two spins and six ellipsoidal valleys."""
    kt = KB_EV * temp / HARTREE
    return 12 * np.sqrt(m_long * m_trans**2) * (kt / (2 * np.pi)) ** 1.5


# Expansion coefficients in closed form
mp.mp.dps = 60
a, b, c, d = [mp.mpf(j) ** mp.mpf(-1.5) for j in (2, 3, 4, 5)]
closed = [a, 3 * a**2 / 2 - b, c - 4 * a * b + 10 * a**3 / 3,
          -d + 5 * b**2 / 2 + 5 * a * c - 15 * a**2 * b + 35 * a**4 / 4]


def lagrange_coefficient(m):
    """(1/m) times the z^m coefficient of (u(z)/z)^(-m)."""
    p = [(-1) ** k * mp.mpf(k + 1) ** mp.mpf(-1.5) for k in range(m + 1)]
    series = [mp.mpf(1)]
    for n in range(1, m + 1):
        total = sum((k * (1 - m) - n) * p[k] * series[n - k]
                    for k in range(1, n + 1))
        series.append(total / n)
    return series[m] / m


many = [lagrange_coefficient(m) for m in range(1, 21)]
for m in range(4):
    assert abs(closed[m] - many[m]) < mp.mpf(10) ** -45

# Small-density test straight from the fugacity series
z_small = mp.mpf("0.01")
u_small = sum((-1) ** (j + 1) * z_small**j / mp.mpf(j) ** mp.mpf(1.5)
              for j in range(1, 41))
rest = mp.log(z_small / u_small) - sum(
    closed[m] * u_small ** (m + 1) for m in range(4))
assert abs(rest) < 0.01 * abs(closed[3]) * u_small**4

A = [float(x) for x in closed]


def joyce_dixon(u):
    return np.log(u) + sum(A[m] * u ** (m + 1) for m in range(4))


# Main example
kt_ev = KB_EV * temperature
kt = kt_ev / HARTREE
density = donors_cm3 * BOHR_CM**3
nc = band_density(temperature)
u = density / nc
eta_jd = joyce_dixon(u)
eta_fd = invert_fermi(u)
eta_b = np.log(u)
w_jd, w_fd, w_b = [chi - kt_ev * e for e in (eta_jd, eta_fd, eta_b)]
assert abs(eta_jd - eta_fd) < 5e-4
assert w_b > w_fd


def partial_error(order):
    value = np.log(u) + sum(float(many[m]) * u ** (m + 1)
                            for m in range(order))
    return abs(value - eta_fd)


assert partial_error(20) < 1e-8
assert partial_error(8) < partial_error(4)


def count_electrons(eta):
    """Direct sum over k in six anisotropic valleys, two spins."""
    k_t = np.linspace(-1, 1, 81) * np.sqrt(2 * m_trans * kt * 36)
    k_l = np.linspace(-1, 1, 81) * np.sqrt(2 * m_long * kt * 36)
    e_t = k_t**2 / (2 * m_trans * kt)
    e_l = k_l**2 / (2 * m_long * kt)
    energy = e_t[:, None, None] + e_t[None, :, None] + e_l[None, None, :]
    cell = (k_t[1] - k_t[0]) ** 2 * (k_l[1] - k_l[0])
    return 12 * cell / (2 * np.pi) ** 3 * np.sum(1 / (1 + np.exp(energy - eta)))


assert abs(count_electrons(eta_fd) / density - 1) < 1e-7
counted_jd = count_electrons(eta_jd)
assert abs(counted_jd / density - 1) < 2e-4

# Exchange shift of the Fermi level at fixed density, isotropic mean mass
mass = (m_long * m_trans**2) ** (1 / 3)
k_unit = np.sqrt(2 * mass * kt)


def occ(t):
    return 1 / (1 + np.exp(t * t - eta_fd))


def exchange_energy(t):
    def kernel(p):
        return p * occ(p) * np.log(abs((t + p) / (t - p)))
    total = quad(kernel, 0, t, limit=200)[0] + quad(kernel, t, 9, limit=200)[0]
    return -k_unit / (np.pi * eps_si * t) * total


t_test = np.arange(1, 66) * 0.1
weights = t_test**2 * occ(t_test) * (1 - occ(t_test))
averaged = np.sum(weights * np.array([exchange_energy(t) for t in t_test]))
averaged /= np.sum(weights)
shift_exchange = -k_unit / (np.pi * eps_si) * quad(occ, 0, 9)[0]
assert abs(averaged / shift_exchange - 1) < 1e-5
assert abs(exchange_energy(1e-3) / (2 * shift_exchange) - 1) < 1e-4

# Second-order attraction to screened donors at the band bottom
step = 1e-4
slope = (fermi(0.5, eta_fd + step) - fermi(0.5, eta_fd - step)) / (2 * step)
assert abs(slope / fermi(-0.5, eta_fd) - 1) < 1e-6
kappa = np.sqrt(4 * np.pi / eps_si * nc * fermi(-0.5, eta_fd) / kt)
shift_donor = -4 * np.pi * mass * density / (eps_si**2 * kappa**3)


def donor_integrand(q):
    potential = 4 * np.pi / (eps_si * (q * q + kappa**2))
    return q * q / (2 * np.pi**2) * potential**2 / (q * q / (2 * mass))


donor_sum = (quad(donor_integrand, 0, 5 * kappa)[0]
             + quad(donor_integrand, 5 * kappa, 500 * kappa, limit=200)[0])
assert abs(-density * donor_sum / shift_donor - 1) < 1e-6


# Nonparabolic state count: E(1 + alpha E) = k^2/2m
def nonparabolic_count(eta):
    x = t_grid**2
    g = alpha * kt_ev * x
    integrand = 2 * x * np.sqrt(1 + g) * (1 + 2 * g) / (1 + np.exp(x - eta))
    return 2 / np.sqrt(np.pi) * np.sum(t_weight * integrand)


eta_np = brentq(lambda e: nonparabolic_count(e) - u, -10, 20)
shift_np = kt_ev * (eta_np - eta_fd)

# Temperature of use
hot = 400.0
w_hot = chi - KB_EV * hot * joyce_dixon(density / band_density(hot))

# Gate depletion: psi is the upward band bending (eV), lengths in nm
source = sc.e * donors_cm3 * 1e6 / (eps_si * sc.epsilon_0) * 1e-18
surface_field = oxide_field * 0.1 * eps_ox / eps_si   # V/nm


def half_field_squared(psi):
    pressure = fermi(1.5, eta_fd) - fermi(1.5, eta_fd - psi / kt_ev)
    return source * (psi - kt_ev * pressure / u)


bending = brentq(lambda v: half_field_squared(v) - surface_field**2 / 2,
                 1e-4, 1.0, xtol=1e-13)
simple_bending = surface_field**2 / (2 * source)
path = solve_ivp(
    lambda x, y: [y[1], source * (1 - fermi(0.5, eta_fd - y[0] / kt_ev) / u)],
    (0, 1.0), [bending, -surface_field], rtol=1e-9, atol=1e-11)
psi_end, slope_end = path.y[:, -1]
assert path.success and psi_end < bending
assert abs(slope_end**2 / 2 - half_field_squared(psi_end)) < 1e-6 * surface_field**2

# Holes, with a valence density of states of unit mass as a rough size
holes = 2 * (kt / (2 * np.pi)) ** 1.5 * np.exp(-gap / kt_ev - eta_fd)
assert holes / density < 1e-10

print(f"Active donor density: {donors_cm3:.1e} cm^-3")
print(f"Temperature: {temperature:.0f} K; kT = {kt_ev:.5f} eV")
print(f"Electron affinity (rough): {chi:.2f} eV")
print(f"Masses (rough): m_l = {m_long}, m_t = {m_trans} electron masses")
print(f"Nc: {nc / BOHR_CM**3:.4e} cm^-3")
print(f"u = n/Nc: {u:.4f} (no unit)")
for m in range(4):
    print(f"A{m + 1} = {A[m]:.6e}; term A{m + 1} u^{m + 1} = "
          f"{A[m] * u**(m + 1):.6f} (no unit)")
print(f"ln u (Boltzmann eta): {eta_b:.5f} (no unit)")
print(f"Joyce-Dixon eta: {eta_jd:.5f} (no unit)")
print(f"Directly inverted eta: {eta_fd:.5f} (no unit)")
print(f"Fugacity z = exp(eta): {np.exp(eta_fd):.3f} (no unit)")
for order in (4, 8, 20):
    print(f"Error in eta with {order} terms: {partial_error(order):.1e} (no unit)")
print(f"E_F - E_c, Joyce-Dixon: {kt_ev * eta_jd:.5f} eV")
print(f"E_F - E_c, Boltzmann: {kt_ev * eta_b:.5f} eV")
print(f"Work function, Joyce-Dixon: {w_jd:.4f} eV = {w_jd / HARTREE:.6f} hartree")
print(f"Work function, direct inversion: {w_fd:.4f} eV")
print(f"Work function, Boltzmann: {w_b:.4f} eV")
print(f"Boltzmann minus Joyce-Dixon: {w_b - w_jd:.5f} eV")
print(f"k-grid density at Joyce-Dixon E_F: {counted_jd / BOHR_CM**3:.5e} cm^-3")
print(f"Boltzmann density at same E_F: {nc * np.exp(eta_jd) / BOHR_CM**3:.3e} cm^-3")
print("Table: n (cm^-3), W Joyce-Dixon, W direct, W Boltzmann (eV)")
for n_cm3 in (1e18, 1e19, 1e20, 3e20):
    ratio = n_cm3 * BOHR_CM**3 / nc
    values = [chi - kt_ev * e for e in
              (joyce_dixon(ratio), invert_fermi(ratio), np.log(ratio))]
    print(f"  {n_cm3:.0e}  " + "  ".join(f"{v:.4f}" for v in values))
print(f"Relative permittivities (rough): Si {eps_si}, SiO2 {eps_ox}")
print(f"Isotropic mean mass: {mass:.4f} electron masses")
print(f"Exchange shift of E_F: {shift_exchange * HARTREE:.4f} eV")
print(f"Screening length: {BOHR_CM * 1e7 / kappa:.3f} nm")
print(f"Donor shift of band bottom: {shift_donor * HARTREE:.4f} eV")
print(f"Nonparabolic shift of E_F: {shift_np:.4f} eV (alpha = {alpha} per eV)")
print(f"Work function at {hot:.0f} K: {w_hot:.4f} eV")
print(f"Oxide field for depletion estimate: {oxide_field:.1f} MV/cm")
print(f"Gate band bending, Fermi-Dirac: {bending:.4f} eV")
print(f"Gate band bending, full-depletion formula: {simple_bending:.4f} eV")
print(f"Hole to electron ratio, rough (gap {gap} eV): {holes / density:.1e} (no unit)")
print("all good")
```

Printed output:

```
Active donor density: 1.0e+20 cm^-3
Temperature: 300 K; kT = 0.02585 eV
Electron affinity (rough): 4.05 eV
Masses (rough): m_l = 0.92, m_t = 0.19 electron masses
Nc: 2.7439e+19 cm^-3
u = n/Nc: 3.6444 (no unit)
A1 = 3.535534e-01; term A1 u^1 = 1.288499 (no unit)
A2 = -4.950090e-03; term A2 u^2 = -0.065746 (no unit)
A3 = 1.483858e-04; term A3 u^3 = 0.007183 (no unit)
A4 = -4.425630e-06; term A4 u^4 = -0.000781 (no unit)
ln u (Boltzmann eta): 1.29320 (no unit)
Joyce-Dixon eta: 2.52235 (no unit)
Directly inverted eta: 2.52242 (no unit)
Fugacity z = exp(eta): 12.459 (no unit)
Error in eta with 4 terms: 6.3e-05 (no unit)
Error in eta with 8 terms: 3.2e-08 (no unit)
Error in eta with 20 terms: 0.0e+00 (no unit)
E_F - E_c, Joyce-Dixon: 0.06521 eV
E_F - E_c, Boltzmann: 0.03343 eV
Work function, Joyce-Dixon: 3.9848 eV = 0.146438 hartree
Work function, direct inversion: 3.9848 eV
Work function, Boltzmann: 4.0166 eV
Boltzmann minus Joyce-Dixon: 0.03178 eV
k-grid density at Joyce-Dixon E_F: 9.99971e+19 cm^-3
Boltzmann density at same E_F: 3.418e+20 cm^-3
Table: n (cm^-3), W Joyce-Dixon, W direct, W Boltzmann (eV)
  1e+18  4.1353  4.1353  4.1356
  1e+19  4.0728  4.0728  4.0761
  1e+20  3.9848  3.9848  4.0166
  3e+20  3.9002  3.8998  3.9882
Relative permittivities (rough): Si 11.7, SiO2 3.9
Isotropic mean mass: 0.3214 electron masses
Exchange shift of E_F: -0.0272 eV
Screening length: 0.603 nm
Donor shift of band bottom: -0.0176 eV
Nonparabolic shift of E_F: -0.0041 eV (alpha = 0.5 per eV)
Work function at 400 K: 3.9923 eV
Oxide field for depletion estimate: 5.0 MV/cm
Gate band bending, Fermi-Dirac: 0.1307 eV
Gate band bending, full-depletion formula: 0.0898 eV
Hole to electron ratio, rough (gap 1.12 eV): 3.1e-21 (no unit)
all good
```
